\section*{Three holes in the 1s quartet of a double acceptor}

\section{Problem}

A beryllium atom on a germanium site has two valence electrons fewer than the bonds require. It is a double acceptor: the neutral centre binds two holes. At low temperature it can bind a third and become positive; such a centre is called overcharged.

A single bound hole has a fourfold 1s ground level. Its states $|m\rangle$, $m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$, transform under rotations as angular momentum $\tfrac32$. This is the total of the band and envelope angular momenta, measured here in units of $\hbar$. It is conserved in the spherical approximation to the valence band. In the tetrahedral crystal field the level remains fourfold and is labelled $\Gamma_8$.

\begin{enumerate}
\item Show by particle-hole symmetry that three holes confined to this quartet form a single $J=\tfrac32$ multiplet and nothing else. Show also that the crystal field does not split it.
\item How does a pair interaction between the holes act on the three-hole states?
\item The crystal is compressed along $[001]$. One hole then has the energy operator
\begin{equation}
h=b\,e\left(J_z^2-\tfrac54\right),\qquad e=\varepsilon_{zz}-\varepsilon_{xx},
\label{eq:strain}
\end{equation}
with $b=-1$ eV. The stress is 10 MPa and $C_{11}-C_{12}=80$ GPa. Find the splitting and the ground pair for one hole and for three holes, and the population of the upper three-hole pair at 2 K.
\end{enumerate}

The particles throughout are valence-band holes, and energies are hole energies. An empty place among the four hole states is called a vacancy, so that the word ``hole'' keeps one meaning.

\section{Hints}

\begin{enumerate}
\item Each three-hole state is the filled quartet with one state emptied. What is the angular momentum of the filled quartet?
\item Removing a hole with quantum number $m$ changes $M$ by $-m$. Which operator therefore raises $M$ by $m$? Choose its sign so that the ladder operators act on it in the standard way.
\item For the interaction, use the irreducibility of the multiplet, then take a trace.
\item For the stress, commute a general one-body operator through the vacancy operator. Check the answer by filling levels.
\end{enumerate}

\section{Solution}

\subsection{Counting}

Three distinguishable particles of angular momentum $\tfrac32$ would have $4^3=64$ states, with $J$ from $\tfrac12$ to $\tfrac92$. Holes are fermions, so a three-hole state is fixed by the choice of three different values of $m$. There are $\binom43=4$ choices. The four values of $m$ sum to zero, so leaving out $m$ gives $M=-m$. Each of $M=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$ thus occurs once. The largest $M$ requires a multiplet with $J=\tfrac32$, and its four states use up the whole space.

Counting gives the label. The particle-hole construction also gives the states and their response to perturbations.

\subsection{The vacancy as an angular momentum}

Let $a_m^\dagger$ create a hole in $|m\rangle$, with $\{a_m,a_n^\dagger\}=\delta_{mn}$ and $\{a_m,a_n\}=0$. The total angular momentum is
\begin{align}
J_z&=\sum_m m\,a_m^\dagger a_m, &
J_\pm&=\sum_m c_\pm(m)\,a_{m\pm1}^\dagger a_m,\\
c_\pm(m)&=\sqrt{\tfrac{15}{4}-m(m\pm1)}. \nonumber
\end{align}
The filled state $|F\rangle=a_{3/2}^\dagger a_{1/2}^\dagger a_{-1/2}^\dagger a_{-3/2}^\dagger|0\rangle$ has $J_z|F\rangle=0$, because the $m$ values cancel. Also $J_\pm|F\rangle=0$, because each term tries to put a hole into a state that is already occupied. The filled quartet therefore has $J=0$.

For a bilinear operator the anticommutators give
\begin{align}
[a_p^\dagger a_q,a_m]
&=a_p^\dagger a_q a_m-a_m a_p^\dagger a_q\nonumber\\
&=a_p^\dagger a_q a_m-(\delta_{pm}-a_p^\dagger a_m)a_q\nonumber\\
&=a_p^\dagger\{a_q,a_m\}-\delta_{pm}a_q=-\delta_{pm}a_q .
\label{eq:comm}
\end{align}
In $J_\pm$ the created index is $p=q\pm1$. Setting $p=m$ selects $q=m\mp1$, so
\begin{equation}
[J_z,a_m]=-m\,a_m,\qquad
[J_\pm,a_m]=-c_\pm(m\mp1)\,a_{m\mp1}.
\label{eq:ladder}
\end{equation}
The operator $a_m$ lowers $M$ by $m$, and its ladder relations carry a minus sign. Both features are repaired by defining
\begin{equation}
\tilde a_m=(-1)^{3/2-m}a_{-m}.
\label{eq:vac}
\end{equation}
The exponent is an integer, so the phase is $\pm1$. From (\ref{eq:ladder}), $[J_z,\tilde a_m]=m\,\tilde a_m$, and
\begin{equation}
[J_\pm,\tilde a_m]=-(-1)^{3/2-m}\,c_\pm(-m\mp1)\,a_{-m\mp1}.
\end{equation}
Two replacements finish the calculation. First,
\begin{equation}
(-m\mp1)(-m\mp1\pm1)=(-m\mp1)(-m)=m(m\pm1),
\end{equation}
so $c_\pm(-m\mp1)=c_\pm(m)$. Secondly, raising or lowering $m$ by one reverses the phase in (\ref{eq:vac}), so $-(-1)^{3/2-m}a_{-m\mp1}=\tilde a_{m\pm1}$. Hence
\begin{equation}
[J_\pm,\tilde a_m]=c_\pm(m)\,\tilde a_{m\pm1}.
\end{equation}
At the ends of the ladder $c_\pm$ vanishes and no undefined operator appears.

Now let $|\hat m\rangle=\tilde a_m|F\rangle$. Since $J_z$ and $J_\pm$ annihilate $|F\rangle$, they act on $|\hat m\rangle$ through the commutators alone:
\begin{equation}
J_z|\hat m\rangle=m|\hat m\rangle,\qquad
J_\pm|\hat m\rangle=c_\pm(m)|\widehat{m\pm1}\rangle .
\end{equation}
Using $J^2=J_-J_++J_z^2+J_z$,
\begin{equation}
J^2|\hat m\rangle=\left[\tfrac{15}{4}-m(m+1)+m^2+m\right]|\hat m\rangle
=\tfrac{15}{4}|\hat m\rangle=\tfrac32\left(\tfrac32+1\right)|\hat m\rangle .
\end{equation}
The four orthonormal states $|\hat m\rangle$ span the three-hole space, so the $J=\tfrac32$ multiplet is all there is.

\subsection{The crystal field}

Let a symmetry operation act on the quartet by a unitary matrix $U$. Annihilation operators transform with $U^*$, and the filled state is multiplied by $\det U$. The vacancy states therefore transform with $(\det U)\,U^*$. For a rotation $\det U=1$, and $U^*$ is equivalent to $U$ through the relabelling and phases in (\ref{eq:vac}). For a reflection or a rotation-reflection, $U$ is a rotation matrix times an intrinsic sign $p=\pm1$. Then $\det U=p^4=1$ and $U^*$ keeps the factor $p$. The three-hole states thus transform as the one-hole states do, namely as $\Gamma_8$. This representation is irreducible, so no tetrahedral field can split it.

The result belongs to the configuration $1s^3$. If a hole is promoted to another orbital, the Pauli principle excludes fewer combinations and other $J$ appear. The quartet must also be well separated from the level derived from the split-off valence band. In germanium the spin-orbit splitting is roughly 0.3 eV, well above the shallow binding energies used below. If spin-orbit coupling were weak, the 1s level would be nearly sixfold and three holes would have $\binom63=20$ low states.

\subsection{Interaction between the holes}

An interaction $V$ with the symmetry of the crystal commutes with all its operations. By Schur's lemma it is a constant $E_3$ on the irreducible three-hole multiplet, which it shifts rigidly.

Two holes behave differently. Their six states have $J=0$ and $J=2$, and the crystal divides $J=2$ into a doublet $E$ and a triplet $T_2$. The three pair energies $E_{A_1},E_E,E_{T_2}$ determine $E_3$. In a state with holes in $p,q,r$, the expectation value of $V$ is the sum over the pairs $pq$, $pr$ and $qr$. Summed over the four triples, each pair is counted twice, because its third member can be either of the two remaining states. Hence
\begin{equation}
4E_3=2\left(E_{A_1}+2E_E+3E_{T_2}\right),\qquad
E_3=\tfrac12\left(E_{A_1}+2E_E+3E_{T_2}\right).
\label{eq:trace}
\end{equation}

As an illustration, take a repulsion of 40 meV per pair and add weak quadrupole couplings of 0.10 meV ($E$ components) and 0.05 meV ($T_2$ components). Each coupling multiplies a product $q_i(1)q_i(2)$ for the two holes of a pair, where the five one-hole quadrupole matrices $q_i$, such as $J_z^2-\tfrac54$, are normalized to $q_i^2=1$. Diagonalization in the six pair states gives 40.350, 39.850 and 39.750 meV for $A_1$, $E$ and $T_2$. Equation (\ref{eq:trace}) then yields
\begin{equation}
E_3=\tfrac12(40.350+79.700+119.250)\ \text{meV}=119.650\ \text{meV}.
\end{equation}
Direct diagonalization in the three-hole space gives this energy for all four states. The small pair splittings are model choices; what matters is that they leave no splitting in the three-hole level.

\subsection{One-body perturbations}

Let $T=\sum_{pq}t_{pq}a_p^\dagger a_q$. On the filled state the off-diagonal terms vanish and the diagonal ones give $T|F\rangle=(\operatorname{tr}t)|F\rangle$. With (\ref{eq:comm}),
\begin{align}
T|\hat n\rangle&=\tilde a_nT|F\rangle+[T,\tilde a_n]|F\rangle\nonumber\\
&=(\operatorname{tr}t)|\hat n\rangle-(-1)^{3/2-n}\sum_q t_{-n,q}\,a_q|F\rangle .
\end{align}
The component along $|\hat m\rangle$ comes from $q=-m$, where $a_{-m}|F\rangle=(-1)^{3/2-m}|\hat m\rangle$. The two phases multiply to $(-1)^{m-n}$, so
\begin{equation}
\langle\hat m|T|\hat n\rangle=\delta_{mn}\operatorname{tr}t-(-1)^{m-n}t_{-n,-m}.
\label{eq:rule}
\end{equation}

The minus sign arises because a vacancy removes the energy of the state it empties. The reversed indices arise because emptying $-m$ leaves $M=m$. For $t=J_z$ the two effects cancel: $-(-m)=m$. The same holds for $J_z^3$. For the traceless operator $J_z^2-\tfrac54$ the index reversal has no effect and the minus sign survives:
\begin{equation}
J_z\to J_z,\qquad J_z^3\to J_z^3,\qquad
J_z^2-\tfrac54\to-\left(J_z^2-\tfrac54\right).
\end{equation}
In the frozen quartet, then, a magnetic perturbation linear in these odd operators splits the one-hole and three-hole levels alike, while axial stress splits them in opposite order.

\subsection{Numbers for the stressed centre}

For uniaxial stress $\sigma$ along $[001]$, with compression negative, Hooke's law gives $\sigma=(C_{11}-C_{12})(\varepsilon_{zz}-\varepsilon_{xx})$. This is the difference between the equations for the loaded and the free direction. Therefore
\begin{equation}
e=\frac{-10\ \text{MPa}}{80\ \text{GPa}}=-1.25\times10^{-4},\qquad
be=+0.125\ \text{meV}.
\end{equation}
In (\ref{eq:strain}), $J_z^2-\tfrac54$ is $+1$ for $|m|=\tfrac32$ and $-1$ for $|m|=\tfrac12$. Writing $\Delta=E(|M|=\tfrac32)-E(|M|=\tfrac12)$,
\begin{equation}
\Delta_1=2be=+0.250\ \text{meV},\qquad \Delta_3=-2be=-0.250\ \text{meV}.
\end{equation}
One hole has the ground pair $m=\pm\tfrac12$; three holes have $M=\pm\tfrac32$.

Filling levels gives the same answer. Two holes occupy $m=\pm\tfrac12$ and contribute $M=0$. The third must go to $m=\pm\tfrac32$, so $M=\pm\tfrac32$. The strain energy is $(-0.125-0.125+0.125)$ meV $=-0.125$ meV, half the splitting below the centre of the multiplet.

At 2 K, $k_BT=0.172$ meV. The two pairs are equally degenerate, so the upper one holds the fraction
\begin{equation}
\frac{1}{1+\exp(0.250/0.172)}=0.19 .
\end{equation}
The order of the pairs is thus visible in the thermal populations, but the upper pair is not empty. Among centres that keep their third hole, the fraction tends to one half for $k_BT\gg|\Delta_3|$ and vanishes exponentially for $k_BT\ll|\Delta_3|$. At the stress chosen here the first limit is not closely reached: with the binding energy and density used below, thermal release of the third hole is already important near 10 K, where the fraction is 0.43.

\subsection{The model beside positive beryllium in germanium}

The elastic constant is a rough value for germanium. The deformation potential is a round choice; it is smaller in magnitude than that of the bulk valence band, roughly $-2$ to $-3$ eV, since the acceptor envelope mixes band states. The splitting is proportional to it. Rough binding energies of the first, second and third hole are 65, 25 and 5 meV. The assumption that fails most clearly is that of frozen orbitals with one constant repulsion. The second hole fixes the repulsion at $65-25=40$ meV, and the third would then be bound by $65-2\times40=-15$ meV, that is, not bound. The fitted repulsion already includes the relaxation and correlation of the two-hole centre. Further relaxation and correlation must supply about 20 meV to reach the rough value of 5 meV. This figure follows the first binding energy directly: with the spectroscopic value of about 58 meV in place of the rough 65, the repulsion is 33 meV, the third hole is unbound by 8 meV, and 13 meV are missing. The frozen quartet is therefore no theory of the binding energy. If the true ground level develops from $1s^3$ without being crossed by another level, the label $\Gamma_8$ survives relaxation, and in the spherical approximation so does $J=\tfrac32$; the stress factor $-1$ has no such protection, as the second variation shows.

Other omissions can be sized.

\begin{itemize}
\item \emph{Stress mixing out of the quartet.} With a matrix element of half the splitting and an energy distance of 5 meV, the admixed probability is of order $(0.125/5)^2\approx6\times10^{-4}$.
\item \emph{Static Jahn--Teller distortion.} Let a uniform traceless strain fill the orbit volume $\Omega$. Its components are $-e/3,-e/3,2e/3$, with squares summing to $2e^2/3$, so the elastic energy is $\Omega(C_{11}-C_{12})e^2/3$. A pair gains $|b|e$ for $e>0$. The minimum lies at $e=3|b|/[2\Omega(C_{11}-C_{12})]$, with the energy gain
\begin{equation}
E_{\rm JT}=\frac{3b^2}{4\Omega(C_{11}-C_{12})}.
\end{equation}
This is 0.006 meV for an orbit radius of 4 nm and 0.045 meV for 2 nm. The splitting of the quartet at the minimum is $2|b|e=4E_{\rm JT}$, that is 0.02 and 0.18 meV. For the smaller radius this is comparable with the stress splitting of 0.25 meV, so the estimate does not show the effect to be negligible. These values treat the orbit volume as a free sphere. The surrounding crystal resists the strain and lowers this elastic gain by a factor of roughly two. The estimate also leaves out trigonal strain, which can give a comparable gain, and local lattice modes, so it does not bound the full effect.
\item \emph{Thermal release of the third hole.} In equilibrium with neutral centres of density $n_0$, the number of free holes per positive centre is $(6/4)(N_v/n_0)\exp(-5\ \text{meV}/k_BT)$. Here $N_v=2[m_vk_BT/(2\pi\hbar^2)]^{3/2}$ is the effective band density, and 6 and 4 count the neutral and positive states, with their splittings ignored. For $m_v=0.3\,m_e$ and $n_0=10^{14}$ cm$^{-3}$ this is about $10^{-11}$ at 2 K.
\end{itemize}

\section{Variation 1: the neutral centre under stress}

\emph{How does the same stress act on two holes?}

Let $\epsilon=be$, so that the one-hole energies are $+\epsilon$ for $|m|=\tfrac32$ and $-\epsilon$ for $|m|=\tfrac12$. Four of the six pair states have one hole in each group and strain energy zero. The other two have $M=0$:
\begin{equation}
|A\rangle=a_{3/2}^\dagger a_{-3/2}^\dagger|0\rangle,\qquad
|B\rangle=a_{1/2}^\dagger a_{-1/2}^\dagger|0\rangle,
\end{equation}
with strain energies $+2\epsilon$ and $-2\epsilon$. To find the $J=0$ combination, apply $J_+$. With $c_+(-\tfrac32)=c_+(\tfrac12)=\sqrt3$,
\begin{equation}
J_+|A\rangle=\sqrt3\,a_{3/2}^\dagger a_{-1/2}^\dagger|0\rangle=J_+|B\rangle .
\end{equation}
Hence $(|A\rangle-|B\rangle)/\sqrt2$ has $J=0$, and the orthogonal state $(|A\rangle+|B\rangle)/\sqrt2$ has $J=2$. The strain has the mean value $(2\epsilon-2\epsilon)/2=0$ in each, and the matrix element $(2\epsilon+2\epsilon)/2=2\epsilon$ between them. The $J=2$ level is not split to first order.

If the interaction is spherical, with pair energies $E_0$ and $E_2$, the two $M=0$ levels are
\begin{equation}
E_\pm=\frac{E_0+E_2}{2}\pm\sqrt{\left(\frac{E_0-E_2}{2}\right)^2+4\epsilon^2}.
\end{equation}
For $|\epsilon|\ll|E_0-E_2|$ the shifts are $\pm4\epsilon^2/|E_0-E_2|$, quadratic in stress. In the opposite limit they become $\pm2|\epsilon|$, the energies of independent holes. A half-filled quartet is its own particle-hole partner, and the sign reversal that inverts the three-hole splitting here removes the linear one.

\section{Variation 2: admixture of an excited quartet}

\emph{Which of the results survive when the holes can enter a second quartet?}

Let the second quartet lie 10 meV higher, and let the interaction be rotationally invariant. The Hamiltonian still commutes with $\mathbf J$, so each level keeps a definite $J$. While the ground level remains the one that grows out of $1s^3$, it has $J=\tfrac32$. Within it the Wigner--Eckart theorem makes the stress operator a multiple of $J_z^2-\tfrac54$. The multiple is no longer fixed by particle-hole symmetry, since the vacancy argument needs a filled shell with one state removed.

A numerical case uses a quadrupole-quadrupole coupling of 0.5 meV. The quadrupole operators, including that of the stress, have relative strength 1 within the lower quartet and 0.5 both between the quartets and within the upper one. Diagonalization in the $\binom83=56$ three-hole states gives a fourfold ground level with $J=\tfrac32$, separated from the next level by 10.7 meV. On average 0.025 holes are in the upper quartet. The stress factor relative to one hole in the lower quartet is $-0.990$ instead of $-1$.

The inverted order survives in this case, while the equality of the magnitudes is lost by one per cent. That figure belongs to the chosen couplings. It does not estimate the correction for beryllium, where the missing 13 to 20 meV found above points to much stronger relaxation, including a swelling of the orbital shared by the three holes, which alters the effective deformation potential. There a measured ratio of the two signed stress splittings that differs from $-1$ would show a departure from the frozen quartet. A ratio of $-1$ alone would not prove that the quartet is frozen, because the ratio also depends on the stress matrix elements involving the excited states.

\section*{Numbers as computed}
\begin{verbatim}
Three distinguishable holes: J=1/2 x2, J=3/2 x4, J=5/2 x3, J=7/2 x2, J=9/2 x1
0 holes in quartet: 1 states, J=0 x1
1 holes in quartet: 4 states, J=3/2 x1
2 holes in quartet: 6 states, J=0 x1, J=2 x1
3 holes in quartet: 4 states, J=3/2 x1
4 holes in quartet: 1 states, J=0 x1
Three-hole M values: +1.5, +0.5, -0.5, -1.5
Three-hole / one-hole factor of Jz: +1.000
Three-hole / one-hole factor of Jz^3: +1.000
Three-hole / one-hole factor of Jz^2-5/4: -1.000
Character under 120 deg about [111]: -1.000
Pair repulsion (model): 40.0 meV
Quadrupole couplings E, T2 (model): 0.10, 0.05 meV
Two-hole interaction energy A1: 40.350 meV
Two-hole interaction energy E: 39.850 meV
Two-hole interaction energy T2: 39.750 meV
Three-hole interaction energy (all four): 119.650 meV
Stress (compression): 10.0 MPa
C11-C12: 80.0 GPa
Acceptor deformation potential: -1.0 eV
Strain e_zz-e_xx: -1.250e-04
One hole, E(3/2)-E(1/2): +0.250 meV
Three holes, E(3/2)-E(1/2): -0.250 meV
Ground pair |M|: one hole 0.5, three holes 1.5
Temperature: 2.0 K, kT = 0.172 meV
Population of upper three-hole pair: 0.190
Two-shell model: gap 10.0 meV, coupling 0.5 meV
Two-shell model, distance to next level: 10.69 meV
Two-shell model, mean holes in excited shell: 0.0250
Two-shell model, stress factor of J=3/2 ground: -0.9900
Rough binding of holes 1, 2, 3: 65, 25, 5 meV
Third-hole binding at constant repulsion: -15.0 meV
Neglected relaxation and correlation: 20.0 meV
Stress mixing out of quartet, (half splitting/binding)^2: 6.3e-04
Jahn-Teller energy, orbit radius 4 nm: 0.0056 meV
Jahn-Teller energy, orbit radius 2 nm: 0.0448 meV
Band mass 0.3 m_e, neutral centres 1e+14 cm^-3
Free holes per positive centre in equilibrium: 8.5e-12
\end{verbatim}
